# Critical temperature for thermal breakdown of an Arrhenius conductor

**Question**

I am modelling a small semiconducting ceramic disc held at a fixed voltage. Its conductivity follows an Arrhenius law with activation energy $E_a$, and it loses heat in proportion to its temperature rise above the surroundings at $T_0$. To find where thermal breakdown starts, I expanded the exponent about $T_0$, and I got a critical rise $kT_0^2/E_a$ for any positive $E_a$. But I have been told that there is no fold at all if $E_a<4kT_0$. What is the critical steady temperature without my expansion, and where does the 4 come from? Does "no fold" mean that the device is safe?

**Answer**

Your expansion creates the fold at small $E_a$. It keeps the conductivity growing exponentially with temperature, whereas the Arrhenius law levels off. With the full law, the problem reduces to a quadratic equation.

**The balance**

Take a uniform body temperature $T$, and let $R_0$ be the resistance at $T_0$. With $\theta=E_a/k$,

$$R(T)=R_0\exp\left[\theta\left(\frac1T-\frac1{T_0}\right)\right].$$

Let $C$ be the heat capacity and $\Gamma$ the heat loss per kelvin of temperature rise. I take $R_0$, $E_a$, $C$ and $\Gamma$ as constants. The algebra can be read in atomic units with $k$ kept. The heat balance is

$$C\frac{dT}{dt}=\frac{V^2}{R(T)}-\Gamma(T-T_0).$$

The heating is $V^2/R$ because the voltage is fixed; at fixed current it would be $I^2R$, which falls on warming. In a steady state the right side vanishes, so

$$V^2=\Gamma(T-T_0)R(T).$$

Each $T>T_0$ thus belongs to one positive voltage. The reverse need not hold: one voltage may allow several temperatures. A fold is a point where $V^2(T)$ turns from rising to falling or back, so that two steady states merge and vanish as the voltage passes it.

**The critical temperature**

Take the logarithm and differentiate:

$$\frac{d\ln V^2}{dT}=\frac1{T-T_0}-\frac{\theta}{T^2}.$$

The first term comes from the cooling, the second from the falling resistance. Setting the sum to zero and multiplying by $T^2(T-T_0)$ gives

$$T^2-\theta T+\theta T_0=0,\qquad
T_\mp=\frac{\theta}{2}\left[1\mp\sqrt{1-\frac{4T_0}{\theta}}\right].$$

For $\theta>4T_0$ there are two real roots. At $T=2T_0$ the quadratic equals $T_0(4T_0-\theta)<0$, so $2T_0$ lies between them. At $T=T_0$ it equals $T_0^2>0$, so the lower root lies above $T_0$. The voltage therefore rises from zero to a maximum at $T_-$, falls to a minimum at $T_+$, and then rises without limit, because $R$ tends to a constant.

If the voltage is raised slowly from zero, the body follows the first rising part until it ends at $T_-$. The critical steady temperature is therefore

$$\boxed{T_c=\frac{E_a}{2k}\left[1-\sqrt{1-\frac{4kT_0}{E_a}}\right]},\qquad T_0<T_c<2T_0,$$

with critical voltage $V_c=\sqrt{\Gamma(T_c-T_0)R(T_c)}$. The constants $\Gamma$ and $R_0$ affect $V_c$ but not $T_c$.

The quadratic can also be written $T_c=T_0+T_c^2/\theta$. Putting $T_0$ on the right gives your result, $T_c\approx T_0+T_0^2/\theta$. Putting that back in and keeping second order gives

$$T_c\approx T_0+\frac{T_0^2}{\theta}+\frac{2T_0^3}{\theta^2},\qquad \theta\gg T_0.$$

Your expansion replaced $\theta/T^2$ by $\theta/T_0^2$ in the slope. The equation $1/(T-T_0)=\theta/T_0^2$ has a solution for every positive $\theta$, which is why you found a fold every time.

**Where the 4 comes from**

Suppose a steady body warms slightly at fixed voltage. Since $1/R\propto e^{-\theta/T}$, the heating $P=V^2/R$ changes by $dP/dT=P\theta/T^2$, and in the steady state $P=\Gamma(T-T_0)$. The ratio of extra heating to extra cooling is the loop gain

$$g=\frac1\Gamma\frac{dP}{dT}=\frac{\theta(T-T_0)}{T^2}
=\frac{\theta}{T_0}x(1-x),\qquad x=\frac{T_0}{T}.$$

The product $x(1-x)$ is largest at $x=1/2$, where it is $1/4$. Hence

$$g_{\max}=\frac{E_a}{4kT_0}\quad\text{at}\quad T=2T_0.$$

A hotter body carries more power, but its relative sensitivity $\theta/T^2$ is smaller. This competition limits the gain.

A small deviation $\delta$ from a steady state obeys

$$C\dot\delta=\left(\frac{dP}{dT}-\Gamma\right)\delta,
\qquad \dot\delta=\frac{\Gamma}{C}(g-1)\delta.$$

The slope found earlier is $d\ln V^2/dT=(1-g)/(T-T_0)$. Rising parts of the curve are therefore stable and the falling part is unstable.

If $E_a<4kT_0$, then $g<1$ everywhere. The voltage rises steadily from zero to infinity with $T$, so each voltage has one steady state, and it is stable. There is nothing for it to merge with.

At equality, put $y=T/T_0$. Apart from a constant, $\ln V^2$ is $f=\ln(y-1)+4/y$, with

$$f'=\frac1{y-1}-\frac4{y^2}=\frac{(y-2)^2}{y^2(y-1)}\ge0.$$

The slope touches zero at $y=2$ without changing sign. Near there $f'\approx(y-2)^2/4$, so $f\approx2+(y-2)^3/12$. This is a cubic inflection, not a fold, and there is still one state per voltage.

Above the bound the turning point is quadratic. Differentiate the slope again and use $\theta=T_c^2/(T_c-T_0)$:

$$\left.\frac{d^2\ln V^2}{dT^2}\right|_{T_c}
=-\frac1{(T_c-T_0)^2}+\frac{2\theta}{T_c^3}
=-\frac{2T_0-T_c}{T_c(T_c-T_0)^2}<0.$$

Equating $\ln(V_c^2/V^2)$ to half the size of this curvature times $(T-T_c)^2$ gives, just below $V_c$,

$$|T-T_c|\approx(T_c-T_0)\sqrt{\frac{2T_c}{2T_0-T_c}\ln\frac{V_c^2}{V^2}}.$$

**Numbers for a ceramic disc**

Rough typical values for a small oxide thermistor with wire leads in still air are $E_a=0.34$ eV, $R_0=10$ kΩ at $T_0=300$ K, and $\Gamma=3$ mW/K, much of it through the leads. Take a disc 1 mm thick with faces of 5 mm² and $C=15$ mJ/K. Then $\theta=3945.5$ K, and $4kT_0=0.103$ eV is well below $E_a$. The critical point is

$$T_c=1972.75\,(1-\sqrt{1-1200/3945.5})\ \text{K}=327.1\ \text{K}.$$

Your first-order formula gives 322.8 K, and the second-order one 326.3 K. At $T_c$ the resistance is 3361 Ω and the power is $3\times27.12=81.4$ mW, so

$$V_c=\sqrt{0.08136\times3361}\ \text{V}=16.5\ \text{V}.$$

The mean field is $1.65\times10^{-4}$ MV/cm, so breakdown here needs no strong field.

$T_c$ is where the cold branch ends, not a trigger temperature for every voltage. At $0.95V_c$, numerical root finding gives a stable state at 316.0 K and an unstable one at 343.5 K. The disc must be pushed past the second to run away. Half their separation is 13.7 K; the square-root law gives 13.5 K.

At $1.02V_c$ no cold state remains, but the escape is slow. At $T_c$ the heating exceeds the cooling by about 4% of 81.4 mW, or 3.3 mW, which warms the disc at only 0.22 K/s. Numerical integration from 300 K gives 57 s to reach $T_c$ and 104 s to reach 423 K, a rough limit of use. The upper fold, at 3618 K, is a formal root far outside the model's range for this ceramic.

**No fold does not mean safe**

Keep everything else fixed and set $E_a=0.08$ eV, a round model value. Now $E_a/(kT_0)=3.09$ and $g_{\max}=0.774$. From the slope formula,

$$\frac{d\ln(T-T_0)}{d\ln V^2}=\frac1{1-g},$$

which peaks at 4.4 when $T=2T_0$, reached at 43.8 V. The steady temperatures at 20, 40 and 60 V are 316, 449 and 1943 K. Integration from 300 K and from 1500 K leads to the same state at each voltage, so there is no hysteresis. The last value lies far outside the range of linear cooling: there radiation would exceed the linear loss. Adding radiation from the whole disc surface with emissivity 0.9 (its linear part counted in $\Gamma$) lowers the states at 40 and 60 V to about 436 and 1050 K, and the peak response to about 3.1 near 520 K. Even 1050 K would ruin most devices. Without a fold there is no jump between steady states, but there can still be destructive overheating.

**How far to trust this for a real disc**

The number 4 depends on the cooling law, the prefactor and the external circuit. It is decided near $2T_0$, here 600 K, where radiation already bends the loss curve; for this disc with emissivity 0.9 that alone raises the bound to about $4.4\,kT_0$. If the loss varies as $(T-T_0)^{1+n}$, the cooling term in the slope becomes $(1+n)/(T-T_0)$, and the quadratic becomes $(1+n)T^2-\theta T+\theta T_0=0$. Its discriminant gives the bound $4(1+n)kT_0$. For laminar free convection, $n\approx1/4$, the bound is $5kT_0$.

For hopping conduction, $\sigma\propto T^{-1}e^{-\theta/T}$, the resistance gains a factor $T$ and the slope a term $1/T$. The condition is then

$$2T^2-(\theta+T_0)T+\theta T_0=0,$$

with discriminant $\theta^2-6\theta T_0+T_0^2$. This is positive for $\theta>(3+2\sqrt2)T_0$, so the bound is $5.83\,kT_0$. It is also positive for $\theta<(3-2\sqrt2)T_0$, but there the roots are positive with sum $(\theta+T_0)/2<T_0$, so both lie below ambient and do not count.

For the 0.34 eV disc I changed one assumption at a time and located the maximum voltage numerically:

- Purely convective cooling, matched to the linear loss at 327.1 K, moves $T_c$ to 335.7 K and raises $V_c$ by 1.8%. The voltage shift depends on the matching point: matched at a rise of 10 K, it is 15%.
- A source resistance of 100 Ω raises the critical supply voltage by 3.1%. Above about 360 Ω it removes the fold altogether.
- The hopping prefactor, with resistance and slope matched at $T_0$, raises $V_c$ by 0.2%.
- An internal temperature drop, for conductivity 2 W/(m K) and heat leaving through both faces, lowers $V_c$ by 1.2%. With heat leaving through one face only the drop is about 4.5%, and through the rim only about 3%.

Taken singly, and with the convective loss matched at the critical point, these changes shift $V_c$ by only a few per cent. A change of mounting that alters $\Gamma$ by 10% already moves $V_c$ by about 5%, since $V_c$ varies as $\sqrt\Gamma$. The convective shift of $T_c$ is larger: the critical rise above ambient grows from 27 to 36 K. This holds for the 5/4 power law, which suits larger bodies. Around a disc a few millimetres wide, the heat loss to air is more nearly proportional to the temperature rise, and the shift is smaller. In a thin switching film the field can be strong enough to lower the barrier. Then $R$ depends on $V$ as well as $T$, and the formula for $T_c$ cannot be used unchanged.

Numbers in the example were calculated in double precision.
